# Exchanging acid for bake time in resist deprotection

**Q.** In a chemically amplified resist, exposure makes acid, and the acid then removes protecting groups during a bake. More acid speeds this up, and a longer bake gives it more time. Can I halve the acid and double the bake time without changing the result?

**A.** That depends on how the rate varies with acid, so a rate law is needed first. Let $m(t)$ be the fraction of protecting groups still in place at one point of the film, with $m(0)=1$. Let $h>0$ be the local acid concentration divided by a fixed reference concentration. I take

$$\frac{dm}{dt}=-k\,h^n m,\qquad n>0 .$$

The factor $m$ says that every remaining group has the same chance of reacting per unit time. The factor $h^n$ describes the acid dependence, and the order $n$ need not be an integer. The minus sign makes $m$ fall. Since $h$ and $m$ are dimensionless, $k$ has the unit 1/s.

**Q.** If I use a real concentration $c$, does $k$ keep that unit?

**A.** No. With $h=c/c_{\rm ref}$ the rate is $(k/c_{\rm ref}^n)\,c^n m$. The constant in front of $c^n m$ is $k/c_{\rm ref}^n$, whose unit depends on $n$. Two such constants for different orders cannot be compared as bare numbers.

**Q.** You have also said nothing about the acid being used up.

**A.** I assume that it is a catalyst, returned after each reaction, and that it neither moves nor disappears by another route. Then $h$ is constant in time at each point. I also take the temperature, and with it $k$, to be constant, and the reaction to be irreversible. Finally, the law uses a local mean concentration, so it does not describe the statistics of a few acid molecules in a very small volume.

**Q.** The usual solution divides by $m$ and integrates. What if $m$ reaches zero?

**A.** The division can be avoided. Multiply $m$ by $\exp(k h^n t)$ and differentiate the product:

$$\frac{d}{dt}\left[m\,e^{k h^n t}\right]
=\frac{dm}{dt}e^{k h^n t}+k h^n m\,e^{k h^n t}
=\left(-k h^n m+k h^n m\right)e^{k h^n t}=0 .$$

The bracket therefore keeps its initial value, which is 1. Hence

$$m(t)=e^{-k h^n t}.$$

Any solution must have this form, and substitution shows that it does solve the equation. It also shows that $m$ stays positive at every finite time, so the feared zero is never reached.

**Q.** Then acid and time both sit in the exponent. Doesn't that make them interchangeable?

**A.** They sit there with different powers. Define the reaction exponent

$$q=-\ln m=k h^n t .$$

For two bakes with the same $k$ and $n$, equal $m$ means equal $q$, because the logarithm is one-to-one. The condition is

$$h_1^n t_1=h_2^n t_2,\qquad\text{so}\qquad
\frac{t_2}{t_1}=\left(\frac{h_1}{h_2}\right)^n .$$

If the acid is divided by $s$, then $h_1/h_2=s$ and the time must be multiplied by $s^n$. Conversely, multiplying the time by $s$ at fixed acid multiplies $q$ by $s$. The same change is made at fixed time by multiplying the acid by $s^{1/n}$, since $(s^{1/n})^n=s$.

Your proposal divides the acid by $s$ and multiplies the time by the same $s$. It gives

$$q'=k\left(\frac hs\right)^n(st)=s^{1-n}q .$$

For $s\neq1$ this equals $q$ only if $n=1$. For $n>1$ and $s>1$ the exponent falls, and too many groups remain. For $n<1$ and $s>1$ it rises, and too many are removed.

**Q.** How large is the error for an order only moderately above one?

**A.** Take round model values, not assigned to any material: $k=0.1$ 1/s, $n=1.5$, $h=0.4$ and $t=60$ s. Then $h^n=0.4^{1.5}=0.2530$, and the local rate is $k h^n=0.02530$ 1/s. The exponent and the protected fraction are

$$q=0.02530\times60=1.518,\qquad m=e^{-1.518}=0.219 .$$

Now halve the acid to 0.2 and double the time to 120 s. The exponent is multiplied by $2^{1-1.5}=0.707$, so

$$m'=e^{-0.707\times1.518}=0.342 .$$

The protected fraction is 0.342 instead of 0.219. The correct time factor is $2^{1.5}=2.828$, which gives a bake of $2.828\times60=169.7$ s.

In the other direction, doubling the time at the original acid level lowers $m$ to 0.048. To reach this value in 60 s, the acid must be multiplied by $2^{1/1.5}=1.587$, from 0.4 to 0.635. With $n=1$ and the other parameters unchanged, the original bake and your exchange both give $m=0.091$.

**Q.** Can I at least use exposure dose in place of acid in these rules?

**A.** Only where acid is proportional to dose. Suppose each acid generator molecule has a fixed chance of conversion per unit dose $E$. The unconverted fraction $g$ then obeys $dg/dE=-Cg$ with $g(0)=1$, so $g=e^{-CE}$. If the reference concentration is that of complete conversion, and no acid is neutralized,

$$h=1-e^{-CE}.$$

For $CE\ll1$ this becomes $h\simeq CE$, and to leading order the deprotection depends on $E^n t$. At larger doses the generator runs out, and multiplying the dose by a factor greater than one multiplies the acid by less than that factor. There is also a ceiling: a finite dose can supply the acid level $s^{1/n}h$ only if $s^{1/n}h<1$. These statements need the assumption of no neutralization. If the film contains base that removes a fixed amount of acid, the free acid is not proportional to dose even for $CE\ll1$, and it can rise by more than the dose factor.

**Q.** How would I find $n$ without assuming it?

**A.** Take the logarithm of $q=k h^n t$:

$$\ln q=\ln k+n\ln h+\ln t .$$

At fixed time, the slope of $\ln(-\ln m)$ against $\ln h$ is $n$. At fixed acid, the slope against $\ln t$ is 1. The second slope tests the model: a value that differs from 1 by more than the measurement error means that at least one assumption has failed.

The choice of $m$ matters for such a measurement. A small error $\delta m$ changes $\ln q$ by

$$\delta(\ln q)=\frac{\delta q}{q}=\frac{-\delta m/m}{-\ln m}=\frac{\delta m}{m\ln m}.$$

For a given absolute error in $m$, this is smallest in size where $-m\ln m$ is largest. Its derivative is $-\ln m-1$, which is positive for $m<1/e$ and negative for $m>1/e$, so a single value of $\ln q$ is most precise at $m=1/e$. A slope, however, also needs points far apart in $\ln q$, so the data should lie on both sides of $1/e$ rather than cluster there. For two points with the same error in $m$, the best pair is near $m=0.78$ and $m=0.11$. Very close to $m=0$ or $m=1$ the error in $\ln q$ grows faster than the wider spacing helps.

**Q.** A measurement may average over a film in which the acid is not uniform. Does the slope of 1 survive?

**A.** In general it does not. Write $r=k h^n$ for the local rate and angle brackets for the average over the film. The measured fraction is $\bar m=\langle e^{-rt}\rangle$, and

$$-\frac{d\ln\bar m}{dt}=\frac{\langle r e^{-rt}\rangle}{\langle e^{-rt}\rangle}.$$

Differentiating the quotient once more gives

$$-\frac{d^2\ln\bar m}{dt^2}
=-\frac{\langle r^2e^{-rt}\rangle}{\langle e^{-rt}\rangle}
+\left(\frac{\langle r e^{-rt}\rangle}{\langle e^{-rt}\rangle}\right)^2 .$$

The right side is minus the variance of $r$, taken with the weight $e^{-rt}$. It is negative unless $r$ is uniform. The apparent rate therefore falls with time, because the fast regions lose their protected groups first and then count for less. A slope below 1 may thus come from uneven acid even though the local law holds.

The exchange rule itself survives the average if the acid is multiplied by the same factor everywhere. Multiplying $h(x)$ by $s^{1/n}$ turns $r(x)t$ into $s\,r(x)t$ at every point, which is what multiplying the time by $s$ does. So $\bar m$ depends on a common acid factor $f$ and on time only through $f^n t$. The slope of $\ln(-\ln\bar m)$ against $\ln f$ is therefore $n$ times the slope against $\ln t$, and it lies below $n$ in an uneven film. The ratio of the two slopes, taken at the same $f$ and $t$, still gives $n$.

**Q.** In lithography I care about an edge. If extra time acts like extra acid, does a longer bake blur it?

**A.** If the acid stays in place, as assumed so far, the edge moves, and its slope follows from the acid profile. In a real resist the acid can also diffuse during the bake. That changes the profile itself, so the slope found here does not tell how much a real edge blurs. Let $h(x)=h_0e^{-x/L}$ for $x\ge0$, and follow the contour where $m$ has a chosen value $m_c$. At the contour,

$$k h_0^n e^{-n x_c/L}\,t=-\ln m_c .$$

Dividing by $k h_0^n t$, taking the logarithm and multiplying by $-L/n$ gives

$$x_c=\frac Ln\ln\frac{k h_0^n t}{-\ln m_c}.$$

This lies at positive $x$ if $k h_0^n t>-\ln m_c$. Doubling the time adds $(L/n)\ln2$ to $x_c$, so the deprotected region widens.

For the slope, differentiate $m=\exp[-k h(x)^n t]$:

$$\frac{dm}{dx}=-k t\,n h^{n-1}\frac{dh}{dx}\,m
=-n\,(k h^n t)\,m\,\frac{d\ln h}{dx}
=n\,m\ln m\,\frac{d\ln h}{dx}.$$

The last step uses $k h^n t=-\ln m$. Here $d\ln h/dx=-1/L$, so at the contour

$$\left.\frac{dm}{dx}\right|_{x_c}=-\frac{n\,m_c\ln m_c}{L}>0 .$$

The time has dropped out. This is special to the exponential profile, for which $d\ln h/dx$ is the same everywhere. For another profile, the moving contour samples a changing logarithmic slope.

**Q.** What distances does this give?

**A.** Keep $k$, $n$ and $h_0=0.4$ as before, and choose $L=20$ nm and $m_c=0.5$. After 60 s,

$$x_c=\frac{20}{1.5}\ln\frac{1.518}{\ln2}=10.45\ \text{nm}.$$

After 120 s the contour is at 19.69 nm. The shift is $(20/1.5)\ln2=9.24$ nm, nearly half the decay length. The slope at the contour is $1.5\times0.5\times\ln2/20=0.026$ per nm at both times. As long as $m_c$ is still reached at some $x\ge0$, a higher order $n$ would make the edge steeper and its shift on doubling the time smaller, by the same factor.

**Q.** Real acid can be lost during the bake. Surely I can still make up for a low acid level by waiting longer?

**A.** That depends on how it is lost. If a limited amount of base neutralizes the acid, the base is used up too, and any acid in excess of it survives to continue the reaction. Here I take a different case, first-order loss, in which each acid molecule has the same chance of disappearing per unit time. Then $h(t)=h_0e^{-at}$ with $a>0$, and waiting longer helps only up to a limit. The earlier derivation still works if $k h^n t$ is replaced by the integral of $k h^n$ over time, because the derivative of that integral is $k h(t)^n$. Thus

$$q=k h_0^n\int_0^t e^{-nau}\,du=k h_0^n T(t),\qquad
T(t)=\frac{1-e^{-nat}}{na}.$$

$T$ is an effective bake time. For $nat\ll1$, expanding the exponential to second order gives $T\simeq t(1-nat/2)$. The constant-acid law is then recovered, with a leading relative deficit $nat/2$ in $q$. For long bakes $T$ approaches $1/(na)$ from below, so further waiting has almost no effect.

Now divide the initial acid by $s>1$ and look for a new time $t'$ that restores $q$. We need $s^{-n}T(t')=T(t)$, or

$$1-e^{-nat'}=s^n\left(1-e^{-nat}\right).$$

The left side is below 1 for every finite $t'$. A solution therefore exists only if the right side is below 1, and then

$$t'=-\frac{1}{na}\ln\left[1-s^n\left(1-e^{-nat}\right)\right].$$

This is longer than $s^n t$. The reason is that the slope $dT/dt=e^{-nat}$ falls with time and $T(0)=0$, so stretching the time by $s^n>1$ raises $T$ by less than $s^n$.

**Q.** Where does that limit fall in your example?

**A.** Choose $a=0.01$ 1/s, so $na=0.015$ 1/s and the upper limit of $T$ is $1/0.015=66.7$ s. First consider a 20 s bake at $h_0=0.4$:

$$T=\frac{1-e^{-0.30}}{0.015}=17.28\ \text{s},\qquad
m=e^{-0.02530\times17.28}=0.646 .$$

With half the acid, the right side of the condition is $2.828(1-e^{-0.30})=0.733$, which is below 1. The compensating time is

$$t'=-\frac{\ln(1-0.733)}{0.015}\simeq88\ \text{s}.$$

Without loss it would have been $2.828\times20=56.6$ s.

For the 60 s bake, $T=39.56$ s and $m=e^{-0.02530\times39.56}=0.368$. The condition now gives $2.828(1-e^{-0.90})=1.68$, which exceeds 1. No finite bake with half the acid reaches 0.368. Even in the limit of infinite time the protected fraction falls only to

$$\exp\left(-\frac{0.02530\times66.7}{2.828}\right)=0.551 .$$

The acid has gone before it has done enough work.

**Q.** Suppose nothing is lost, but the acid diffuses. Is the rule safe then?

**A.** Not in general. The acid at a fixed point now varies in time, and $q(x,t)=k\int_0^t h(x,u)^n\,du$ if the protecting groups stay in place. For linear diffusion, multiplying the initial profile by $s^{1/n}$ multiplies $h(x,u)$ by that factor at all later times, and so multiplies $q$ by $s$. Extending the bake from $t$ to $st$ does something else: it adds the integral over a later, more spread-out profile. The two changes agree at a given point only if $\int_0^{st}h^n\,du=s\int_0^t h^n\,du$ there. Constant acid guarantees this equality, and diffusion generally breaks it.

**Q.** And if the hotplate needs time to warm up?

**A.** With immobile, constant acid but a changing temperature, the same integration gives

$$q=h^n\int_0^t k(u)\,du .$$

The acid factor $s^{1/n}$ still multiplies $q$ by $s$. What must be multiplied by $s$ to match it is the integral of $k$, not the clock time. If the resist is slow while it warms and $k$ has become steady before the original bake ends, doubling the total time more than doubles the integral, because all the added time is spent at the full rate.

Numbers in the example were calculated in double precision.
